# Symmetries of the two-particle susceptibility and the four Bethe-Salpeter channels, part 1

(Sections cited here and not found follow in the second part.)

## First half: the three-frequency susceptibility and its symmetries

One orbital with operators $c_\sigma$, $c^\dagger_\sigma$ and spin $\sigma=\uparrow,\downarrow$ carries a repulsion $U n_\uparrow n_\downarrow$ and is coupled to noninteracting levels. The system is in thermal equilibrium at inverse temperature $\beta$, with $\hbar=1$ and energies measured from the chemical potential. Unless a field is mentioned, the Hamiltonian $H$ is invariant under spin rotations.

The numerical example is an Anderson impurity with one bath level $b_\sigma$,

$$H=\sum_\sigma\left[\epsilon_d n_\sigma+\epsilon_b b^\dagger_\sigma b_\sigma+V(c^\dagger_\sigma b_\sigma+b^\dagger_\sigma c_\sigma)\right]+U n_\uparrow n_\downarrow .$$

Energies are in units of $V$, with $U=2$, $\epsilon_d=-0.7$, $\epsilon_b=0.3$ and $\beta=4$. The impurity holds 0.483 electrons per spin, so the model is slightly away from half filling. All 16 states are kept. A numerical check of the relations below accompanies the text.

Imaginary-time operators are $c(\tau)=e^{H\tau}c\,e^{-H\tau}$ and $c^\dagger(\tau)=e^{H\tau}c^\dagger e^{-H\tau}$. The propagator is

$$G_{ab}(\tau)=-\langle Tc_a(\tau)c_b^\dagger(0)\rangle,\qquad G_{ab}(\nu)=\int_0^\beta d\tau\,e^{i\nu\tau}G_{ab}(\tau).$$

The symbols $\nu,\nu'$ are fermionic frequencies, odd multiples of $\pi/\beta$. The symbols $\omega,\Omega$ are bosonic, even multiples. With spin symmetry $G_{ab}=\delta_{ab}G$.

### (a) Three frequencies

**Question.** Define a Fourier transform of the four-operator average that treats all four operators alike. Why does it depend on three frequencies? Remove the part without correlation between the two operator pairs, and find what the frequency sum of the result measures at $\omega=0$.

**Solution.** Let the labels 1 to 4 stand for spins, and define

$$C_{1234}(\tau_1,\tau_2,\tau_3,\tau_4)=\langle Tc^\dagger_1(\tau_1)c_2(\tau_2)c^\dagger_3(\tau_3)c_4(\tau_4)\rangle,$$

$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)=\frac1\beta\int_0^\beta d^4\tau\; e^{-i\nu_1\tau_1+i\nu_2\tau_2-i\nu_3\tau_3+i\nu_4\tau_4}\,C_{1234}.$$

Both $C$ and the phase change sign when one time is shifted by $\beta$, so the integrand is periodic and all times may be shifted freely. Since $C$ depends on time differences, shift $\tau_1,\tau_2,\tau_3$ by $\tau_4$. The remaining $\tau_4$ integral is

$$\frac1\beta\int_0^\beta d\tau_4\,e^{i(-\nu_1+\nu_2-\nu_3+\nu_4)\tau_4},$$

which is 1 if $\nu_1+\nu_3=\nu_2+\nu_4$ and 0 otherwise. Three frequencies remain free. The particle-hole labels solve the constraint:

$$(\nu_1,\nu_2,\nu_3,\nu_4)=(\nu,\;\nu+\omega,\;\nu'+\omega,\;\nu').$$

The uncorrelated part is the product of two averages. Exchanging two fermion operators under $T$ gives a minus sign, so

$$\langle Tc_1^\dagger(\tau_1)c_2(\tau_2)\rangle=-\langle Tc_2(\tau_2)c_1^\dagger(\tau_1)\rangle=G_{21}(\tau_2-\tau_1).$$

Its double transform is $\beta\delta_{\nu_1\nu_2}G_{21}(\nu_1)$. Two such factors and the prefactor $1/\beta$ give $\beta\delta_{\omega0}G_{21}(\nu)G_{43}(\nu')$. The generalized susceptibility is therefore

$$\chi_{1234}^{\nu\nu'\omega}=\mathcal G_{1234}-\beta\delta_{\omega0}G_{21}(\nu)G_{43}(\nu'),\qquad \chi_{\sigma\sigma'}\equiv\chi_{\sigma\sigma\sigma'\sigma'} .$$

Written out with $\tau_4=0$,

$$\chi_{\sigma\sigma'}^{\nu\nu'\omega}=\int_0^\beta d\tau_1d\tau_2d\tau_3\,e^{-i\nu\tau_1+i(\nu+\omega)\tau_2-i(\nu'+\omega)\tau_3}\left[C_{\sigma\sigma\sigma'\sigma'}-\langle Tc^\dagger_\sigma(\tau_1) c_\sigma(\tau_2)\rangle\langle Tc^\dagger_{\sigma'}(\tau_3)c_{\sigma'}(0)\rangle\right].$$

For $\omega=0$ the sum $\beta^{-1}\sum_\nu e^{i\nu(\tau_2-\tau_1)}$ sets $\tau_1=\tau_2$, and the sum over $\nu'$ sets $\tau_3=0$. A symmetric frequency sum averages the two operator orders at equal time. This gives $\tfrac12(c^\dagger c-cc^\dagger)=n-\tfrac12$, and the constant drops out of a connected average. Hence

$$\frac1{\beta^2}\sum_{\nu\nu'}\chi_{\uparrow\downarrow}^{\nu\nu'0}=\int_0^\beta d\tau\left[\langle n_\uparrow(\tau)n_\downarrow(0)\rangle-\langle n_\uparrow\rangle\langle n_\downarrow\rangle\right]=-\frac{\partial\langle n_\uparrow\rangle}{\partial\epsilon_\downarrow}.$$

The last step is first-order perturbation theory for $H+\delta\epsilon_\downarrow n_\downarrow$: the Boltzmann operator acquires the factor $1-\delta\epsilon_\downarrow\int_0^\beta d\tau\,n_\downarrow(\tau)$, and the change of the normalization subtracts the product of averages.

In the example, boxes of 14, 28 and 56 frequencies per axis give $S_1=-0.1380$, $S_2=-0.1552$ and $S_3=-0.1644$ in units of $1/V$. If the truncation error is a power series in the inverse box size, then $(8S_3-6S_2+S_1)/3$ removes its first two terms. The result is $-0.1739$, and a small shift of the $\downarrow$ level gives $-0.1739$ as well. The negative sign means that raising the $\downarrow$ level, which lowers its occupation, increases that of $\uparrow$.

### (b) The amputated vertex

**Question.** Evaluate $\chi$ without interaction. Define a vertex by removing the external propagators, with its sign chosen so that a repulsion $U$ gives $+U$ between opposite spins at first order.

**Solution.** Wick's theorem adds one pairing to the product already subtracted. Moving $c_4$ next to $c_1^\dagger$ passes two operators and costs no sign:

$$\langle Tc_1^\dagger c_4\rangle\langle Tc_2c_3^\dagger\rangle=G_{41}(\tau_4-\tau_1)\,[-G_{23}(\tau_2-\tau_3)].$$

Its transform is the bubble $-\beta\delta_{\nu\nu'}\delta_{14}\delta_{23}G(\nu)G(\nu+\omega)$. With interaction, $G$ is taken as the full propagator, and everything else defines $F$:

$$\chi_{1234}^{\nu\nu'\omega}=-\beta\delta_{\nu\nu'}\delta_{14}\delta_{23}G(\nu)G(\nu+\omega)-G(\nu)G(\nu+\omega)\,F_{1234}^{\nu\nu'\omega}\,G(\nu')G(\nu'+\omega).$$

To see the sign, take the first-order term $-U\int d\tau\,\langle Tn_\uparrow(\tau)n_\downarrow(\tau)\,c^\dagger_\uparrow(\tau_1) c_\uparrow(\tau_2)\,c^\dagger_\downarrow(\tau_3)c_\downarrow(\tau_4)\rangle$. By the pairing rule above, $n_\uparrow(\tau)$ linked to the $\uparrow$ operators gives $-G(\tau_2-\tau)G(\tau-\tau_1)$. The $\downarrow$ factor is likewise $-G(\tau_4-\tau)G(\tau-\tau_3)$. The two minus signs cancel. After the transform the phases in $\tau$ cancel by frequency conservation, and $\beta^{-1}\int d\tau=1$. The contribution is $-U\,GGGG$, so $F_{\uparrow\downarrow}=U$ at first order. For four equal spins, $n_\downarrow$ can pair only with itself. That changes the propagator, not the vertex, and $F_{\uparrow\uparrow}=0$ at this order.

### (c) Exchange of two identical operators

**Question.** What follows for $\mathcal G$, $F$ and $\chi$ from exchanging the two annihilation operators? Where must $F_{\uparrow\uparrow}$ vanish?

**Solution.** Under $T$, exchanging $c_2(\tau_2)$ and $c_4(\tau_4)$ is an odd permutation, so $C_{1234}(\tau_1,\tau_2,\tau_3,\tau_4)=-C_{1432}(\tau_1,\tau_4,\tau_3,\tau_2)$. The phases follow their operators:

$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)=-\mathcal G_{1432}(\nu_1,\nu_4,\nu_3,\nu_2).$$

This is the crossing relation; the same holds for $1\leftrightarrow3$. It uses anticommutation alone and no symmetry of $H$.

The exchanged frequencies are $(\nu,\nu',\nu'+\omega,\nu+\omega)$. Matching them to the particle-hole pattern gives the map

$$(\nu,\nu',\omega)\to(\nu,\;\nu+\omega,\;\nu'-\nu).$$

The two Wick terms in $\mathcal G$ go into minus each other under the exchange, and the product of four propagators is unchanged. Hence $F$ obeys the same relation as $\mathcal G$:

$$F_{\uparrow\uparrow}^{\nu\nu'\omega}=-F_{\uparrow\uparrow}^{\nu,\nu+\omega,\nu'-\nu},\qquad F_{\uparrow\downarrow\downarrow\uparrow}^{\nu\nu'\omega}=-F_{\uparrow\downarrow}^{\nu,\nu+\omega,\nu'-\nu}.$$

For $\chi$ the subtracted product must be restored on both sides. With $\mathcal G_{\uparrow\uparrow}=\chi_{\uparrow\uparrow}+\beta\delta_{\omega0}G(\nu)G(\nu')$, and the map turning $\delta_{\omega0}$ into $\delta_{\nu\nu'}$ and $\nu'$ into $\nu+\omega$,

$$\chi_{\uparrow\uparrow}^{\nu\nu'\omega}+\chi_{\uparrow\uparrow}^{\nu,\nu+\omega,\nu'-\nu}=-\beta\left[\delta_{\omega0}G(\nu)G(\nu')+\delta_{\nu\nu'}G(\nu)G(\nu+\omega)\right].$$

If $\nu'=\nu+\omega$, the map returns the same point and $F_{\uparrow\uparrow}=-F_{\uparrow\uparrow}=0$. The two annihilation operators then have equal spin and equal frequency, so this is the Pauli principle. The exchange $1\leftrightarrow3$ gives a second such line, $\nu=\nu'+\omega$, where the two creation operators have equal spin and frequency and $F_{\uparrow\uparrow}$ vanishes as well. At $\nu=\pi/\beta$, $\nu'=3\pi/\beta$, $\omega=2\pi/\beta$ the example gives zero to rounding for $F_{\uparrow\uparrow}$, while $|F_{\uparrow\downarrow}|=2.616\,V$.

### (d) Reversing the operator order

**Question.** Compare the effects of transposing and of Hermitian-conjugating the trace. Which one needs a condition on $H$, and how is that condition related to time reversal?

**Solution.** Choose an occupation basis in which the matrices of $c_\sigma$ are real, so $c^T=c^\dagger$. Suppose that $H$ is real there, so $H^T=H$. Then

$$[c(\tau)]^T=e^{-H\tau}c^\dagger e^{H\tau}=c^\dagger(-\tau).$$

Let $X_a,\dots,X_d$ be the four operators in decreasing time order. A trace equals the trace of the transpose, and it is cyclic, so

$$\langle X_aX_bX_cX_d\rangle=\langle X_d^TX_c^TX_b^TX_a^T\rangle .$$

The right side is again time ordered, because the times have changed sign. Reversing four operators takes six exchanges and gives no sign. Thus $C_{1234}(\tau_1,\dots)=\langle Tc_1(-\tau_1)c_2^\dagger(-\tau_2)c_3(-\tau_3)c_4^\dagger(-\tau_4)\rangle$. A second reversal under $T$ puts a creation operator first:

$$C_{1234}(\tau_1,\tau_2,\tau_3,\tau_4)=C_{4321}(-\tau_4,-\tau_3,-\tau_2,-\tau_1).$$

With $s_j=-\tau_j$ the phase is $e^{i\nu_1s_1-i\nu_2s_2+i\nu_3s_3-i\nu_4s_4}$. Operators 4 and 2 are now creation operators and carry the required minus signs. Therefore

$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)=\mathcal G_{4321}(\nu_4,\nu_3,\nu_2,\nu_1),\qquad \chi_{\sigma\sigma'}^{\nu\nu'\omega}=\chi_{\sigma'\sigma}^{\nu'\nu\omega}.$$

Physical time reversal is complex conjugation combined with a spin rotation by $\pi$ about $y$. For a rotation-invariant $H$ the rotation can be undone, and time-reversal symmetry gives this relation. A field along $z$ breaks physical time reversal but leaves $H$ real, so the relation survives. A real $H$ is sufficient but not necessary. A noninteracting bath with spin-diagonal hopping acts on the orbital only through $\sum_k|V_{k\sigma}|^2/(i\nu-\epsilon_{k\sigma})$, which a real $H$ reproduces, so a magnetic flux through such a bath makes $H$ complex without breaking the relation.

For Hermitian conjugation, $\langle X_aX_bX_cX_d\rangle^*=\langle X_d^\dagger X_c^\dagger X_b^\dagger X_a^\dagger\rangle$ and $[c(\tau)]^\dagger=c^\dagger(-\tau)$ for any Hermitian $H$. The times behave as before, but the phases are also conjugated, which reverses every frequency:

$$\mathcal G_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)^*=\mathcal G_{4321}(-\nu_4,-\nu_3,-\nu_2,-\nu_1),\qquad \left(\chi_{\sigma\sigma'}^{\nu\nu'\omega}\right)^*=\chi_{\sigma'\sigma}^{-\nu',-\nu,-\omega}.$$

### (e) Spin rotations

**Question.** How many independent spin components does $\mathcal G$ have when $H$ is rotation invariant, and how many functions are needed once crossing is used?

**Solution.** A rotation about $z$ multiplies $c_\uparrow$ and $c_\downarrow$ by opposite phases. A component can be nonzero only if its creation spins $\{1,3\}$ match its annihilation spins $\{2,4\}$. Six components remain: $\uparrow\uparrow\uparrow\uparrow$, $\uparrow\uparrow\downarrow\downarrow$, $\uparrow\downarrow\downarrow\uparrow$ and their spin flips. The rotation $c_\uparrow\to c_\downarrow$, $c_\downarrow\to-c_\uparrow$ makes flipped partners equal, since each has an even number of $\downarrow$ labels.

Now rotate by a general angle, $c_\uparrow\to\cos\theta\,c_\uparrow+\sin\theta\,c_\downarrow$, in all four operators of $\mathcal G_{\uparrow\uparrow\uparrow\uparrow}$. Keeping the allowed components and using flip symmetry,

$$\mathcal G_{\uparrow\uparrow\uparrow\uparrow}=(\cos^4\theta+\sin^4\theta)\,\mathcal G_{\uparrow\uparrow\uparrow\uparrow}+2\cos^2\theta\sin^2\theta\,(\mathcal G_{\uparrow\uparrow\downarrow\downarrow}+\mathcal G_{\uparrow\downarrow\downarrow\uparrow}).$$

Since $1-\cos^4\theta-\sin^4\theta=2\cos^2\theta\sin^2\theta$, it follows that $\mathcal G_{\uparrow\uparrow\uparrow\uparrow}=\mathcal G_{\uparrow\uparrow\downarrow\downarrow}+\mathcal G_{\uparrow\downarrow\downarrow\uparrow}$. The Wick terms have the same structure and $G$ is independent of spin, so

$$F_{1234}=A\,\delta_{12}\delta_{34}+B\,\delta_{14}\delta_{23},\qquad A=F_{\uparrow\downarrow},\quad B=F_{\uparrow\downarrow\downarrow\uparrow},\quad F_{\uparrow\uparrow}=A+B .$$

There are two amplitudes, and crossing reduces them to one function, $B^{\nu\nu'\omega}=-A^{\nu,\nu+\omega,\nu'-\nu}$.

The roles of the symmetries can be separated by adding fields. A field $\mathbf h$ on a site adds $\tfrac12\sum_{ab}(\mathbf h\cdot\boldsymbol\sigma)_{ab}\,c^\dagger_ac_b$ to $H$, written with the operators of that site and the Pauli matrices $\boldsymbol\sigma$. Violations are quoted relative to the largest $|\mathcal G|$ at the eight frequency points examined. Crossing and conjugation hold to rounding in every case. A field of $0.8\,V$ along $z$ on both impurity and bath violates the rotation form by 0.22 and leaves reversal intact. Fields $(0.8,0,0.3)\,V$ on the impurity and $(0,0.9,0.3)\,V$ on the bath make $H$ complex in the $z$ basis, because of the $y$ component; reversal, written for $z$-basis spin components, is then violated by 0.39 and the rotation form by 0.34.

## Second half: the Bethe-Salpeter equations in four channels

The vertex $F_{1234}(\nu_1,\nu_2,\nu_3,\nu_4)$ has creation legs 1, 3 and annihilation legs 2, 4, with $\nu_1+\nu_3=\nu_2+\nu_4$. Particle-hole labels are $(\nu,\nu+\omega,\nu'+\omega,\nu')$. The first half gave

$$\chi=-\beta\delta_{\nu\nu'}\delta_{14}\delta_{23}GG-GG\,F\,GG,\qquad F_{1234}=A\,\delta_{12}\delta_{34}+B\,\delta_{14}\delta_{23},$$

with $A=F_{\uparrow\downarrow}$, $B=F_{\uparrow\downarrow\downarrow\uparrow}$ and $F_{\uparrow\uparrow}=A+B$. Crossing means that $F$ changes sign when legs 2 and 4, or legs 1 and 3, are exchanged together with their frequencies. At first order $A=U$, so $B=-U$.

### (f) Joining two vertices

**Question.** Two vertices are joined by two propagators. Find the sign and the numerical factor when the joining lines form a particle-hole pair, and when they form a pair of particles.

This part has defined the generalized susceptibility and the vertex $F$, and has shown that spin-rotation symmetry and crossing reduce $F$ to one function. What remains is to answer the question just posed about joining two vertices, derive the Bethe-Salpeter equations in the four channels, and test them numerically.

All numerical values are calculated from the stated model.
